# Gaunt's integral and the reduced matrix element of C^k: a numerical check

```python
"""
Result under test (Condon-Shortley spherical harmonics Y_lm):
  integral Y_l1m1 Y_l2m2 Y_l3m3 dOmega
    = sqrt((2l1+1)(2l2+1)(2l3+1)/(4 pi)) (l1 l2 l3;0 0 0) (l1 l2 l3;m1 m2 m3)
  <l||C^k||l'> = (-1)^l sqrt((2l+1)(2l'+1)) (l k l';0 0 0)
where C^k_q = sqrt(4 pi/(2k+1)) Y_kq and
  <l m|C^k_q|l' m'> = (-1)^(l-m) (l k l';-m q m') <l||C^k||l'>.
(a b c;d e f) is a 3j symbol, built here from Clebsch-Gordan coefficients
that are generated by ladder operators. Integrals are done by quadrature.
F^k are Slater integrals; J and K are direct and exchange energies in eV.
"""
from fractions import Fraction
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from scipy.special import eval_legendre, lpmv
from sympy.physics.wigner import wigner_3j


def sign(n):
    return -1 if n % 2 else 1


def Y(l, m, theta, phi):
    """Spherical harmonic; lpmv already contains the Condon-Shortley phase."""
    if m < 0:
        return sign(m) * np.conj(Y(l, -m, theta, phi))
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, np.cos(theta)) * np.exp(1j * m * phi)


def raise_factor(l, m):
    return sqrt(l*(l + 1) - m*(m + 1))


def lowering_matrix(l):
    mat = np.zeros((2*l + 1, 2*l + 1))
    for m in range(-l + 1, l + 1):
        mat[m - 1 + l, m + l] = raise_factor(l, m - 1)
    return mat


@lru_cache(maxsize=None)
def coupled_states(l1, l2):
    """Map (L, M) to the matrix of coefficients <l1 m1 l2 m2|L M>."""
    low1, low2 = lowering_matrix(l1), lowering_matrix(l2)
    states = {}
    for L in range(abs(l1 - l2), l1 + l2 + 1):
        top = np.zeros((2*l1 + 1, 2*l2 + 1))
        coef = 1.0
        top[2*l1, L - l1 + l2] = coef
        for m1 in range(l1 - 1, L - l2 - 1, -1):
            # the raising operator must annihilate the highest state
            coef *= -raise_factor(l2, L - m1 - 1) / raise_factor(l1, m1)
            top[m1 + l1, L - m1 + l2] = coef
        vec = top / np.linalg.norm(top)
        states[L, L] = vec
        for M in range(L, -L, -1):
            vec = (low1 @ vec + vec @ low2.T) / raise_factor(L, M - 1)
            states[L, M - 1] = vec
    return states


def threej(l1, l2, l3, m1, m2, m3):
    if m1 + m2 + m3 != 0 or not abs(l1 - l2) <= l3 <= l1 + l2:
        return 0.0
    if abs(m1) > l1 or abs(m2) > l2 or abs(m3) > l3:
        return 0.0
    cg = coupled_states(l1, l2)[l3, -m3][m1 + l1, m2 + l2]
    return sign(l1 - l2 - m3) * cg / sqrt(2*l3 + 1)


def gaunt_formula(l1, l2, l3, m1, m2, m3):
    root = sqrt((2*l1 + 1)*(2*l2 + 1)*(2*l3 + 1) / (4*pi))
    return (root * threej(l1, l2, l3, 0, 0, 0)
            * threej(l1, l2, l3, m1, m2, m3))


def reduced(l, k, lp):
    return sign(l) * sqrt((2*l + 1)*(2*lp + 1)) * threej(l, k, lp, 0, 0, 0)


# Product quadrature, exact for all the angular polynomials used below
x_nodes, x_weights = np.polynomial.legendre.leggauss(10)
n_phi = 16
phi_nodes = 2*pi*np.arange(n_phi) / n_phi
theta = np.repeat(np.arccos(x_nodes), n_phi)
phi = np.tile(phi_nodes, len(x_nodes))
weight = np.repeat(x_weights, n_phi) * 2*pi / n_phi

# The ladder-built 3j symbols agree with an independent implementation
for a in range(4):
    for b in range(4):
        for c in range(abs(a - b), min(3, a + b) + 1):
            for ma in range(-a, a + 1):
                for mb in range(-b, b + 1):
                    if abs(ma + mb) <= c:
                        ref = float(wigner_3j(a, b, c, ma, mb, -ma - mb))
                        assert abs(threej(a, b, c, ma, mb, -ma-mb)-ref) < 1e-12

# Product rule: L+ acts on a product of harmonics as a sum of two ladders
t0, p0, h = 0.83, 1.27, 1e-4


def product_21_32(t, p):
    return Y(2, 1, t, p) * Y(3, -2, t, p)


d_theta = (product_21_32(t0 + h, p0) - product_21_32(t0 - h, p0)) / (2*h)
d_phi = (product_21_32(t0, p0 + h) - product_21_32(t0, p0 - h)) / (2*h)
left = np.exp(1j*p0) * (d_theta + 1j*d_phi / np.tan(t0))
right = (raise_factor(2, 1)*Y(2, 2, t0, p0)*Y(3, -2, t0, p0)
         + raise_factor(3, -2)*Y(2, 1, t0, p0)*Y(3, -1, t0, p0))
assert abs(left - right) < 1e-6  # finite-difference error is of order h^2

# Coupled products at one direction are multiples of a single harmonic
rng = np.random.default_rng(4)
t_rand = np.arccos(rng.uniform(-1, 1, 7))
p_rand = rng.uniform(0, 2*pi, 7)
for a in range(4):
    for b in range(4):
        ya = np.array([Y(a, m, t_rand, p_rand) for m in range(-a, a + 1)])
        yb = np.array([Y(b, m, t_rand, p_rand) for m in range(-b, b + 1)])
        states = coupled_states(a, b)
        for (L, M), cg in states.items():
            combined = np.einsum('ij,in,jn->n', cg, ya, yb)
            factor = (sqrt((2*a + 1)*(2*b + 1) / (4*pi*(2*L + 1)))
                      * states[L, 0][a, b])
            assert np.allclose(combined, factor*Y(L, M, t_rand, p_rand),
                               atol=1e-11)

# Gaunt's formula for every l up to 4 and every m, with selection rules
labels = [(l, m) for l in range(5) for m in range(-l, l + 1)]
index = {lm: i for i, lm in enumerate(labels)}
Ygrid = np.array([Y(l, m, theta, phi) for l, m in labels])
pairs = (Ygrid[:, None, :] * Ygrid[None, :, :]).reshape(-1, len(weight))
integrals = ((pairs * weight) @ Ygrid.T).reshape((len(labels),)*3)
gaunt_error = 0.0
for i, (a, ma) in enumerate(labels):
    for j, (b, mb) in enumerate(labels):
        for n, (c, mc) in enumerate(labels):
            value = integrals[i, j, n]
            gaunt_error = max(gaunt_error, abs(
                value - gaunt_formula(a, b, c, ma, mb, mc)))
            if ((a + b + c) % 2 or ma + mb + mc != 0
                    or not abs(a - b) <= c <= a + b):
                assert abs(value) < 1e-11
assert gaunt_error < 1e-11

# Square and sign of the symbol with zero projections
for a in range(5):
    for b in range(5):
        for c in range(abs(a - b), min(4, a + b) + 1):
            legendre = 0.5*np.sum(x_weights * eval_legendre(a, x_nodes)
                                  * eval_legendre(b, x_nodes)
                                  * eval_legendre(c, x_nodes))
            assert abs(threej(a, b, c, 0, 0, 0)**2 - legendre) < 1e-12
            if (a + b + c) % 2 == 0:
                overlap = np.sum(weight * np.conj(Y(c, c, theta, phi))
                                 * Y(a, a, theta, phi)
                                 * Y(b, c - a, theta, phi)).real
                assert overlap * coupled_states(a, b)[c, 0][a, b] > 0


def tensor_element(l, m, k, q, lp, mp):
    """<l m|C^k_q|l' m'> from its definition as an integral."""
    return sqrt(4*pi/(2*k + 1)) * np.sum(
        weight * np.conj(Ygrid[index[l, m]])
        * Ygrid[index[k, q]] * Ygrid[index[lp, mp]])


# Reduced elements: project out of the integrals, then test every component
reduced_error = 0.0
projected = {}
for l in range(4):
    for lp in range(4):
        for k in range(abs(l - lp), min(4, l + lp) + 1):
            total, entries = 0.0, []
            for m in range(-l, l + 1):
                for mp in range(-lp, lp + 1):
                    q = m - mp
                    if abs(q) <= k:
                        el = tensor_element(l, m, k, q, lp, mp)
                        geo = sign(l - m) * threej(l, k, lp, -m, q, mp)
                        total += geo * el
                        entries.append((el, geo))
            projected[l, k, lp] = total
            reduced_error = max(reduced_error, abs(total - reduced(l, k, lp)))
            for el, geo in entries:
                assert abs(el - geo*total) < 1e-11
assert reduced_error < 1e-11
for (l, k, lp), value in projected.items():
    assert abs(projected[lp, k, l] - sign(l - lp)*value) < 1e-11

# Addition theorem and Legendre expansion of the Coulomb interaction
ta, pa, tb, pb = 0.7, 0.4, 1.9, 2.8
cos_ab = np.cos(ta)*np.cos(tb) + np.sin(ta)*np.sin(tb)*np.cos(pa - pb)
for k in range(7):
    scalar = 4*pi/(2*k + 1)*sum(np.conj(Y(k, q, ta, pa))*Y(k, q, tb, pb)
                                for q in range(-k, k + 1))
    assert abs(scalar - eval_legendre(k, cos_ab)) < 1e-12
r_small, r_large = 0.4, 1.0
series = sum(r_small**k / r_large**(k + 1) * eval_legendre(k, cos_ab)
             for k in range(50))
distance = sqrt(r_small**2 + r_large**2 - 2*r_small*r_large*cos_ab)
assert abs(series - 1/distance) < 1e-12

# Worked example: d electrons with parallel spins in m = 2 and m = 1
F = {0: 20.0, 2: 10.0, 4: 6.0}


def c_d(k, m, mp):
    return (sign(2 - m) * threej(2, k, 2, -m, m - mp, mp)
            * reduced(2, k, 2))


J_terms = {k: c_d(k, 2, 2)*c_d(k, 1, 1)*F[k] for k in F}
K_terms = {k: c_d(k, 2, 1)**2 * F[k] for k in F}
J, K = sum(J_terms.values()), sum(K_terms.values())

# Direct double integration; the extra multipoles must drop out
cos_gamma = (np.outer(np.cos(theta), np.cos(theta))
             + np.outer(np.sin(theta), np.sin(theta))
             * np.cos(phi[:, None] - phi[None, :]))
all_strengths = {**F, 1: 7.0, 3: 5.0, 5: 3.0, 6: 2.0}
interaction = sum(f*eval_legendre(k, cos_gamma)
                  for k, f in all_strengths.items())
d2, d1 = Ygrid[index[2, 2]], Ygrid[index[2, 1]]
J_direct = (weight*abs(d2)**2) @ interaction @ (weight*abs(d1)**2)
K_direct = ((weight*np.conj(d2)*d1) @ interaction
            @ (weight*np.conj(d1)*d2))
assert abs(J - J_direct) < 1e-10 and abs(K - K_direct) < 1e-10

# The coupled L = 3, M = 0 pair state must have the same energy J - K
d_all = np.array([Ygrid[index[2, m]] for m in range(-2, 3)])
pair_F = d_all.T @ coupled_states(2, 2)[3, 0] @ d_all
assert np.allclose(pair_F, -pair_F.T, atol=1e-12)
E_coupled = np.sum(np.outer(weight, weight)*abs(pair_F)**2*interaction)
assert abs(E_coupled - (J - K)) < 1e-10


def frac(value):
    return Fraction(float(value)).limit_denominator(2000)


print(f"Gaunt integrals compared, l up to 4: {integrals.size}")
print(f"largest Gaunt deviation below 1e-11: {gaunt_error < 1e-11}")
print(f"largest reduced-element deviation below 1e-11: {reduced_error < 1e-11}")
for k in F:
    z = threej(2, k, 2, 0, 0, 0)
    red = reduced(2, k, 2)
    g = np.sum(weight*abs(d2)**2*Ygrid[index[k, 0]]).real
    print(f"k={k}: (2 k 2;0 0 0) = {z:.6f}, square = {frac(z*z)}")
    print(f"k={k}: integral |Y22|^2 Yk0 = {g:.6f}")
    print(f"k={k}: <2||C^k||2> = {red:.6f}, square = {frac(red*red)}")
    for m, mp in ((2, 2), (1, 1), (2, 1)):
        if abs(m - mp) <= k:
            s = threej(2, k, 2, -m, m - mp, mp)
            c = c_d(k, m, mp)
            print(f"k={k}, m={m}, m'={mp}: 3j(-m,m-m',m') = {s:.6f}, "
                  f"c^k = {c:.6f}, square = {frac(c*c)}")
print(f"<2||C^1||1> = {reduced(2, 1, 1):.6f}")
print(f"<1||C^1||2> = {reduced(1, 1, 2):.6f}")
for k in F:
    print(f"F^{k} = {F[k]:.1f} eV; J term = {J_terms[k]:.6f} eV; "
          f"K term = {K_terms[k]:.6f} eV")
print(f"J from coefficients = {J:.6f} eV")
print(f"J from double integral = {J_direct.real:.6f} eV")
print(f"K from coefficients = {K:.6f} eV")
print(f"K from double integral = {K_direct.real:.6f} eV")
print(f"J - K, triplet F energy = {J - K:.6f} eV")
print(f"energy of coupled L=3, M=0 state = {E_coupled:.6f} eV")
print("done: every assertion held")
```

Printed output:

```
Gaunt integrals compared, l up to 4: 15625
largest Gaunt deviation below 1e-11: True
largest reduced-element deviation below 1e-11: True
k=0: (2 k 2;0 0 0) = 0.447214, square = 1/5
k=0: integral |Y22|^2 Yk0 = 0.282095
k=0: <2||C^k||2> = 2.236068, square = 5
k=0, m=2, m'=2: 3j(-m,m-m',m') = 0.447214, c^k = 1.000000, square = 1
k=0, m=1, m'=1: 3j(-m,m-m',m') = -0.447214, c^k = 1.000000, square = 1
k=2: (2 k 2;0 0 0) = -0.239046, square = 2/35
k=2: integral |Y22|^2 Yk0 = -0.180224
k=2: <2||C^k||2> = -1.195229, square = 10/7
k=2, m=2, m'=2: 3j(-m,m-m',m') = 0.239046, c^k = -0.285714, square = 4/49
k=2, m=1, m'=1: 3j(-m,m-m',m') = 0.119523, c^k = 0.142857, square = 1/49
k=2, m=2, m'=1: 3j(-m,m-m',m') = -0.292770, c^k = 0.349927, square = 6/49
k=4: (2 k 2;0 0 0) = 0.239046, square = 2/35
k=4: integral |Y22|^2 Yk0 = 0.040299
k=4: <2||C^k||2> = 1.195229, square = 10/7
k=4, m=2, m'=2: 3j(-m,m-m',m') = 0.039841, c^k = 0.047619, square = 1/441
k=4, m=1, m'=1: 3j(-m,m-m',m') = 0.159364, c^k = -0.190476, square = 16/441
k=4, m=2, m'=1: 3j(-m,m-m',m') = -0.089087, c^k = -0.106479, square = 5/441
<2||C^1||1> = 1.414214
<1||C^1||2> = -1.414214
F^0 = 20.0 eV; J term = 20.000000 eV; K term = 0.000000 eV
F^2 = 10.0 eV; J term = -0.408163 eV; K term = 1.224490 eV
F^4 = 6.0 eV; J term = -0.054422 eV; K term = 0.068027 eV
J from coefficients = 19.537415 eV
J from double integral = 19.537415 eV
K from coefficients = 1.292517 eV
K from double integral = 1.292517 eV
J - K, triplet F energy = 18.244898 eV
energy of coupled L=3, M=0 state = 18.244898 eV
done: every assertion held
```
